\section*{Equal Pilling-Bedworth Ratios Do Not Guarantee Equal Protection}

\section{Two scales with one ratio}

Two metal sheets oxidize at the same temperature. Each oxide occupies 1.65 times the volume of the metal from which it formed. Both scales are flat and compact, and both thicken according to
\begin{equation}
x^2=Kt,
\label{eq:parabola}
\end{equation}
where $x$ is the oxide thickness and $t$ the time since the metal was bare. Some authors write $2Kt$ on the right; here the factor of two is inside $K$. The constants are
\[
K_A=10^{-13}\ \mathrm{cm^2/s},\qquad K_B=10^{-10}\ \mathrm{cm^2/s}.
\]
At any common time the thicknesses differ by a factor of $\sqrt{1000}\approx 31.6$. To reach any common thickness, A needs a thousand times as long as B. The volume ratio cannot distinguish the two, yet one may protect its metal while the other does not.

The Pilling-Bedworth ratio is
\begin{equation}
R=\frac{\Omega_{\rm ox}}{\Omega_{\rm m}},
\end{equation}
with $\Omega_{\rm ox}$ the volume of oxide per metal atom and $\Omega_{\rm m}$ the volume of metal per atom. The claim to be examined is that $1<R<2$ guarantees protection. To make it testable, call a scale protective if the metal loss $h$ over a service time $t$ does not exceed an allowance $h_{\rm a}$.

The loss follows from counting atoms. Per unit area, a scale of thickness $x$ contains $x/\Omega_{\rm ox}$ metal atoms. They came from a metal layer of thickness $h$, which contained $h/\Omega_{\rm m}$ atoms. If no metal is lost to the gas, the two numbers are equal, so
\begin{equation}
h=x\,\frac{\Omega_{\rm m}}{\Omega_{\rm ox}}=\frac{x}{R}=\frac{\sqrt{Kt}}{R}.
\label{eq:loss}
\end{equation}

Take a sheet 2 mm thick, oxidized on one face for 10\,000 h, or $3.6\times10^7$ s, with $h_{\rm a}=50\ \mu$m. For A,
\[
x_A=\sqrt{10^{-13}\times3.6\times10^{7}}\ \mathrm{cm}
=1.90\times10^{-3}\ \mathrm{cm}=19.0\ \mu\mathrm{m},
\qquad h_A=\frac{19.0}{1.65}=11.5\ \mu\mathrm{m}.
\]
For B,
\[
x_B=\sqrt{10^{-10}\times3.6\times10^{7}}\ \mathrm{cm}
=0.060\ \mathrm{cm}=600\ \mu\mathrm{m},
\qquad h_B=\frac{600}{1.65}=364\ \mu\mathrm{m}.
\]
A meets the allowance and B exceeds it sevenfold. Both scales were assumed to remain attached and free of cracks, so B fails by transport alone.

Near-equal ratios also occur among real oxides. Rounded unit-cell volumes give $R\approx1.67$ for NiO on nickel and $1.65$ for Cu$_2$O on copper. The same calculation gives $2.02$ for Cr$_2$O$_3$ on chromium, or $2.01$ with unrounded cell edges, a familiar protective scale at the very edge of the window. The excess over 2 is comparable with the effects of rounding and thermal expansion, so this example alone does not show that the window is unnecessary. Equation~(\ref{eq:loss}) does so within the model: for an attached scale at fixed $K$ and $t$, raising $R$ above 2 only lowers the metal loss.

\section{How the constants can differ at fixed $R$}

The counter-example needs a mechanism that changes $K$ without changing $R$. Suppose that metal ions cross the oxide by exchanging places with vacant cation sites, and that new oxide forms at the outer surface. Let $y$ run from the metal interface, $y=0$, to the gas, $y=x$. Let $N(y)$ be the fraction of cation sites that are vacant. The equilibria at the two faces fix $N(0)$ and $N(x)=N(0)+\Delta N$, with $\Delta N>0$.

Vacancies diffuse inward, down their gradient. Metal ions move the opposite way, so the outward flux of metal is
\begin{equation}
J=\frac{D}{\Omega_{\rm ox}}\frac{\partial N}{\partial y}.
\end{equation}
Here $D$ is the chemical diffusion coefficient of the vacancies. It includes the internal electric field that keeps the moving charges in balance. The factor $1/\Omega_{\rm ox}$ is the number of cation sites per unit volume.

A new layer of thickness $dx$ has $dx/\Omega_{\rm ox}$ cation sites per unit area, of which the fraction $1-N(x)$ is filled. Conservation of metal at the outer face gives
\begin{equation}
\frac{1-N(x)}{\Omega_{\rm ox}}\frac{dx}{dt}
=\frac{D}{\Omega_{\rm ox}}\left.\frac{\partial N}{\partial y}\right|_{y=x}.
\label{eq:balance}
\end{equation}
The site volume cancels. If vacancies are dilute, $1-N(x)\approx1$. Diluteness also makes growth slow compared with diffusion across the scale, so that the profile stays nearly linear and its slope is $\Delta N/x$. Hence
\begin{equation}
\frac{dx}{dt}=\frac{D\,\Delta N}{x}.
\end{equation}
Multiplication by $2x$ turns the left side into $d(x^2)/dt$. Integration from $x=0$ at $t=0$ then gives
\begin{equation}
x^2=2D\,\Delta N\,t,\qquad K=2D\,\Delta N.
\label{eq:K}
\end{equation}
The slowness can now be checked: the ratio of the diffusion time $x^2/D$ to the growth time $x^2/K$ is $K/D=2\Delta N$, which is small.

Equation~(\ref{eq:K}) does not contain $R$. Hold $D=5\times10^{-7}\ \mathrm{cm^2/s}$ fixed and take $\Delta N=10^{-7}$ for A and $10^{-4}$ for B. Then
\[
K_A=2(5\times10^{-7})(10^{-7})=10^{-13}\ \mathrm{cm^2/s},\qquad
K_B=2(5\times10^{-7})(10^{-4})=10^{-10}\ \mathrm{cm^2/s}.
\]
Empty sites slightly raise the oxide volume per metal atom. At fixed site volume and with $N(0)=0$, this raises the local $R$ of oxide B by $1.7\times10^{-4}$ at the outer face and by about half as much on average over the scale. Either shift is invisible in the value 1.65.

The two approximations can be tested together by solving the diffusion equation numerically with a moving outer face and $N(0)=0$. The resulting constants are $1.0000\times10^{-13}$ and $1.0001\times10^{-10}\ \mathrm{cm^2/s}$. At $\Delta N=0.3$, however, the numerical constant is 1.26 times $2D\Delta N$. Equation~(\ref{eq:balance}) separates the causes. The sparser new oxide contributes a factor $1/(1-0.3)=1.43$, so the outer slope must be $1.26/1.43=0.88$ of its linear value. The dilute formula is not reliable there.

\section{The ratio is not a stress}

The window is sometimes given a mechanical reading: a modest volume increase is taken to mean a modest compression that holds the scale together. Suppose that the oxide tried to expand equally in all directions while the metal held its in-plane dimensions fixed. The linear expansion would be $R^{1/3}-1=0.182$. With Young's modulus $E=200$ GPa and Poisson's ratio $\nu=0.3$, the elastic formula derived below would give a stress of 52 GPa. A strain of 18 percent is far outside linear elasticity, so this number shows that the picture fails and is no estimate of a real stress.

A different placement of the same volume gives no stress at all. Oxide added at a free surface can keep the in-plane dimensions of the layer beneath it and put the whole volume change into thickness. The stretches are then $(1,1,R)$. Their product is $R$, as the volume requires, and the thickness is $x=Rh$, in agreement with Eq.~(\ref{eq:loss}). One value of $R$ is thus compatible with very different stresses. What matters is where new oxide forms and how the layers creep.

This also limits what $R<1$ means. Such an oxide cannot fill the space left by the metal it consumed. Whether pores or cracks result again depends on where it grows.

\section{Cooling and loss of adhesion}

A definite source of stress is cooling. Let the metal contract more than the oxide, with expansion coefficients differing by $\Delta\alpha$. On a thick sheet the metal imposes its contraction, and the oxide is compressed in its plane by
\begin{equation}
\varepsilon=\Delta\alpha\,\Delta T .
\end{equation}
Here $\varepsilon$ and the stress $\sigma$ are magnitudes. The outer surface is free, so the normal stress is zero and the two in-plane stresses are equal. Hooke's law for one in-plane direction reads
\begin{equation}
\varepsilon=\frac{\sigma-\nu\sigma}{E}
\quad\Longrightarrow\quad
\sigma=\frac{E\varepsilon}{1-\nu}.
\end{equation}
Each in-plane direction stores $\sigma\varepsilon/2$ per unit volume. The free normal direction stores nothing, because its stress vanishes. The total is
\begin{equation}
w=2\times\tfrac12\sigma\varepsilon=\frac{E\varepsilon^2}{1-\nu}
=\frac{(1-\nu)\sigma^2}{E}.
\label{eq:w}
\end{equation}

Let $\Gamma$ be the energy needed to separate unit area of the interface. A fully detached scale becomes stress-free and releases at most $wx$ per unit area. If no other source does work, detachment requires
\begin{equation}
wx\ge\Gamma,\qquad\text{that is,}\qquad x\ge x_s=\frac{\Gamma}{w}.
\label{eq:xs}
\end{equation}
This condition is necessary but not sufficient. Below $x_s$ the scale cannot pay for its detachment; above $x_s$ it may still adhere, because a crack must first start and spread.

Give A and B the same data: $\Delta\alpha=2\times10^{-6}\ \mathrm{K^{-1}}$, cooling from 1000 to 20 $^\circ$C, and $\Gamma=40\ \mathrm{J/m^2}$. Then
\begin{align}
\varepsilon&=2\times10^{-6}\times980=0.00196,\\
\sigma&=\frac{200\ \mathrm{GPa}\times0.00196}{0.7}=0.56\ \mathrm{GPa},\\
w&=0.56\times10^{9}\times0.00196\ \mathrm{J/m^3}=1.098\times10^{6}\ \mathrm{J/m^3},\\
x_s&=\frac{40}{1.098\times10^{6}}\ \mathrm{m}=36.4\ \mu\mathrm{m}.
\end{align}
After 10\,000 h scale A is 19.0 $\mu$m thick and below the threshold. The time to reach the threshold is $x_s^2/K$. For B it is about 37 h, for A about 37\,000 h. The stress, the adhesion and $R$ are equal; the factor of a thousand comes from $K$.

For the fresh 2 mm sheet, the finite thickness changes the threshold a little. If the sheet may stretch and bend, and metal and oxide have equal elastic moduli, some misfit is relieved and $x_s$ rises to 39.4 $\mu$m, an increase of 8 percent.

\section{When the lost scale grows again}

Suppose that B is cooled each time it reaches $x_s$, loses its whole scale, and is reheated. This is the earliest loss that Eq.~(\ref{eq:xs}) permits. Each cycle lasts $x_s^2/K$ and consumes $x_s/R$ of metal. Averaged over whole cycles, the loss rate is
\begin{equation}
v=\frac{x_s/R}{x_s^2/K}=\frac{K}{R\,x_s}.
\label{eq:rate}
\end{equation}
For B each cycle costs $36.4/1.65=22.1\ \mu$m, and $v=22.1\ \mu\mathrm{m}/36.9\ \mathrm{h}=0.60\ \mu$m/h. If the thick-sheet value of $x_s$ is kept until the metal is gone, the 2 mm sheet lasts 90 complete cycles and part of another, in all about 3300 h at temperature. This count is the short extreme. A sheet free to stretch and bend relieves more of the misfit as it thins: in the same linear elastic model the threshold is 43 $\mu$m with 1 mm of metal left, 58 $\mu$m with 0.5 mm and about 95 $\mu$m with 0.4 mm. About 380 $\mu$m of metal then remains at 3300 h, spalling nearly stops, and the sheet lasts roughly 8700 h. If it may stretch but not bend, it lasts about 4100 h. If the same scale stayed attached, it would cost 364 $\mu$m in 10\,000 h.

The rate in Eq.~(\ref{eq:rate}) is proportional to $K$, whereas the loss under an attached scale is proportional to $\sqrt K$. Repeated spalling keeps returning the metal to the fast, thin-scale part of the parabola. The stronger dependence belongs to a schedule set by the threshold. If cooling instead comes at a fixed interval $\tau\ge x_s^2/K$ and removes the whole scale each time, the loss per cycle is $\sqrt{K\tau}/R$ and the mean rate is
\begin{equation}
v_\tau=\frac{1}{R}\sqrt{\frac{K}{\tau}}.
\end{equation}
If A and B both spall on this common schedule, their loss rates differ by a factor of $\sqrt{1000}$ again. With the data above, such a schedule needs an interval of at least about 37\,000 h, the time A takes to reach $x_s$. For either scale taken alone, the shortest allowed interval is its own $x_s^2/K$, and the expression then reduces to Eq.~(\ref{eq:rate}).

\section{The correct general statement}

For a compact, attached scale that obeys Eq.~(\ref{eq:parabola}), with no loss of metal to the gas, protection over a time $t$ with allowance $h_{\rm a}$ is equivalent to
\begin{equation}
K\le\frac{R^2h_{\rm a}^2}{t}.
\label{eq:criterion}
\end{equation}
For oxides with $1\le R\le2$ there are three cases:
\begin{enumerate}
\item if $Kt\le h_{\rm a}^2$, the scale is protective for every $R$ in the window;
\item if $Kt>4h_{\rm a}^2$, it is not protective for any $R$ in the window;
\item if $h_{\rm a}^2<Kt\le4h_{\rm a}^2$, the value of $R$ decides.
\end{enumerate}
Consequently no value of $R$ in the window guarantees protection, and none excludes it.

\emph{Proof.} By Eq.~(\ref{eq:loss}), $h\le h_{\rm a}$ means $\sqrt{Kt}\le Rh_{\rm a}$. Both sides are positive, so squaring preserves the inequality, and division by $t$ gives Eq.~(\ref{eq:criterion}). In the window, $R^2h_{\rm a}^2$ lies between $h_{\rm a}^2$ and $4h_{\rm a}^2$. If $Kt$ does not exceed the lower end, the inequality holds for every $R$. If $Kt$ exceeds the upper end, it fails for every $R$. Between the ends it holds when $R\ge\sqrt{Kt}/h_{\rm a}$ and fails otherwise. For the last claim, fix $R$, $t$ and $h_{\rm a}$. Equation~(\ref{eq:K}) allows $K$ to be placed on either side of the limit by changing $D$ or a small $\Delta N$, with a negligible change of $R$. Both verdicts therefore occur at the same $R$. $\square$

In the example, Eq.~(\ref{eq:criterion}) gives
\[
K_{\max}=\frac{(1.65\times50\times10^{-4}\ \mathrm{cm})^2}{3.6\times10^7\ \mathrm{s}}
=1.89\times10^{-12}\ \mathrm{cm^2/s}.
\]
$K_A$ is 19 times smaller and $K_B$ is 53 times larger. With $K$ held fixed, moving $R$ from 1 to 2 lowers the loss of A from 19.0 to 9.5 $\mu$m and that of B from 600 to 300 $\mu$m. Neither verdict changes: A belongs to the first case and B to the second.

Adhesion adds a separate condition. If cooling is the only source of stress, the energy bound excludes spalling throughout service when $Kt<x_s^2$. Once the misfit strain, elastic constants and $\Gamma$ are given, the thick-sheet value of $x_s$ does not contain $R$ either.

\section{How far the example can be trusted}

The value of $K_B$ is in the rough regime of nickel oxide on nickel near 1000 $^\circ$C. $K_A$ lies roughly between the values for alumina and chromia scales. The common $R$, $D$ and mechanical data are choices that isolate the effect of $K$; they do not describe those materials. In particular, real slow scales need not owe their slowness to a low vacancy fraction. Transport along grain boundaries is often important, and $K$ is then an effective constant that can drift as the grains coarsen. The chosen $\Delta\alpha$ is also small for many alloys with slow-growing scales. Since $x_s\propto1/\Delta\alpha^2$, doubling it would reduce the threshold to about 9 $\mu$m, and scale A could then spall.

Stress produced during growth has a similar effect. Let a growth stress $\sigma_g$ of the same sign add to the cooling stress. Because $w\propto\sigma^2$, the threshold becomes
\begin{equation}
x_s'=x_s\left(\frac{\sigma}{\sigma+\sigma_g}\right)^2 .
\end{equation}
Setting $x_s'=x_A$ and solving for the growth stress gives
\[
\sigma_g=\sigma\left(\sqrt{\frac{x_s}{x_A}}-1\right)
=0.56\left(\sqrt{\frac{36.4}{19.0}}-1\right)\ \mathrm{GPa}=0.22\ \mathrm{GPa}.
\]
A larger growth stress removes the energy guarantee for A before the end of service. For $\sigma_g=0.5$ GPa the threshold is 10.2 $\mu$m. If A then loses its whole scale each time it reaches this thickness, three complete cycles and part of a fourth consume 22.8 $\mu$m in 10\,000 h. This is twice the loss under an attached scale, but still within the allowance. At these numbers, slow transport protects the metal even when adhesion does not last.

Temperature changes the loss under an attached scale through $K$. A hotter start also widens the cooling interval and so lowers $x_s$. With an assumed activation energy $Q=2.5$ eV,
\begin{equation}
K(T)=K(T_0)\exp\left[\frac{Q}{k_{\rm B}}\left(\frac1{T_0}-\frac1T\right)\right],
\end{equation}
where $k_{\rm B}$ is Boltzmann's constant and $T_0=1273$ K. An increase of 50 K multiplies $K$ by 2.4. An attached scale A would use up the 50 $\mu$m allowance in 10\,000 h at about 1190 $^\circ$C. Its thickness would then be $1.65\times50\approx83\ \mu$m, well above $x_s$, so spalling on cooling would have become possible earlier. The temperature at which the allowance is reached is therefore not a safe operating limit.

Creep, cracks through the scale and evaporation of the oxide are left out. Creep can relax stress, whereas cracks and evaporation can invalidate the parabolic law itself. The comparison of A with B holds within the stated model and is not a lifetime prediction for an alloy. The numerical output below lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
R from rounded cells, NiO: 1.67
R from rounded cells, Cu2O: 1.65
R from rounded cells, Cr2O3: 2.02
Model R, both oxides: 1.65
Vacancy diffusion coefficient D: 5.0e-07 cm2/s
Vacancy fraction difference A, B: 1.0e-07, 1.0e-04
K = 2 D dN for A, B: 1.00e-13, 1.00e-10 cm2/s
K simulated for A, B: 1.0000e-13, 1.0001e-10 cm2/s
K simulated / formula at dN = 0.3: 1.26
Shift of R from vacancies in B: 1.7e-04
Service time: 10000 h = 3.60e+07 s
Sheet thickness: 2000 um
Allowed metal loss: 50 um
Oxide thickness A, B (attached): 19.0, 600 um
Metal loss A, B (attached): 11.5, 364 um
Loss ratio B/A: 31.6
Loss of A at R=1, R=2: 19.0, 9.5 um
Loss of B at R=1, R=2: 600, 300 um
Largest K within allowance: 1.89e-12 cm2/s
Largest K / K_A: 18.9
K_B / largest K: 52.9
Young modulus, Poisson ratio: 200 GPa, 0.3
Naive strain R^(1/3)-1: 0.182
Naive stress: 52 GPa
Hot, cold temperature: 1000, 20 degC
Expansion mismatch: 2.0e-06 1/K
Cooling misfit strain: 0.00196
Cooling stress magnitude: 0.56 GPa
Stored energy density: 1.098 MJ/m3
Interface energy: 40 J/m2
Spalling threshold x_s: 36.4 um
Time to x_s, A: 36892 h
Time to x_s, B: 36.9 h
Metal loss per spalling cycle: 22.1 um
Mean loss rate B, spalling: 0.599 um/h
Complete cycles before sheet B is gone: 90
Sheet life B, repeated spalling: 3331 h
x_s with sheet stretching and bending: 39.4 um
Assumed activation energy of K: 2.5 eV
Factor in K for 50 K hotter: 2.37
A reaches allowance at: 1189 degC
Growth stress that lets A spall: 0.22 GPa
Trial growth stress: 0.5 GPa
x_s with trial growth stress: 10.2 um
Loss of A with that spalling: 22.8 um
\end{verbatim}
